# Cahn's coherent spinodal and the elastically soft directions of cubic crystals

## 1. What the chemical criterion misses

The chemical criterion calls a homogeneous solution with free energy density \(f(c)\) unstable when \(f''(c)<0\). Applied to coherent fluctuations, in which the lattice planes stay continuous, in a crystal whose lattice parameter depends on composition, this criterion gives too high a temperature for fluctuations in the interior that are small compared with the body, and it says nothing about direction. For the first model alloy of Section 8 it puts the limit of stability at 870 K, yet the interior of the crystal, far from its surfaces, resists every small coherent fluctuation down to 774 K. At 700 K it is unstable to long composition waves along a cube axis but stable to waves along a body diagonal, although \(f''\) is the same for both.

The missing term is elastic. If the lattice planes stay continuous, regions of different composition must share a lattice that fits neither of them, and the energy of this misfit depends on the direction in which the composition varies.

## 2. Free energy and conventions

Let \(c\) be the atom fraction of one component, \(c_0\) its mean and \(\delta c=c-c_0\). The free energy is

\[
F=\int\left[f(c)+\kappa|\nabla c|^2+w\right]dV,\qquad \kappa>0, \tag{1}
\]

where \(f\) refers to the homogeneous, stress-free solution and \(w\) is the elastic energy density. Both, and \(dV\), are taken per unit volume of the stress-free crystal of composition \(c_0\), that is, for a fixed number of lattice sites; the criterion \(f''<0\) is meant in this sense. The gradient term carries no factor \(\frac12\).

The strain \(\varepsilon_{ij}\) is measured from the stress-free crystal of composition \(c_0\). A region of composition \(c_0+\delta c\) would, if free, have the strain \(\eta\,\delta c\,\delta_{ij}\), with \(\eta=d\ln a/dc\) and \(a\) the lattice parameter. Only the departure from this strain costs energy:

\[
w=\tfrac12 C_{ijkl}(\varepsilon_{ij}-\eta\,\delta c\,\delta_{ij})(\varepsilon_{kl}-\eta\,\delta c\,\delta_{kl}). \tag{2}
\]

Repeated indices are summed unless stated otherwise. The assumptions are small strains, linear elasticity, elastic constants independent of composition, full coherency, and a body that is free of external load and large compared with the fluctuations. Only fluctuations in the bulk are treated, as in a periodic body whose mean strain is free to relax; fluctuations localized at a free surface, or extending over the whole of a finite body, are left out.

For a cubic crystal, in the cube axes, the stress produced by a strain \(\varepsilon\) is

\[
\sigma_{ij}=C_{12}\varepsilon_{kk}\delta_{ij}+2C_{44}\varepsilon_{ij}+\Delta\,\varepsilon_{ii}\delta_{ij}\ (\text{no sum on }i),\qquad \Delta=C_{11}-C_{12}-2C_{44}. \tag{3}
\]

Elastic stability requires \(C_{44}>0\), \(C_{11}-C_{12}>0\) and \(K\equiv C_{11}+2C_{12}>0\). This \(K\) is three times the bulk modulus. The Zener ratio is \(A=2C_{44}/(C_{11}-C_{12})\), so that

\[
\Delta=(C_{11}-C_{12})(1-A). \tag{4}
\]

## 3. Layers normal to a cube axis

Let the composition vary along [100]. The layers share one in-plane strain \(\varepsilon_\parallel\), and the in-plane elastic strain of a layer is \(e=\varepsilon_\parallel-\eta\,\delta c\). Let \(e_3\) be the elastic strain along the normal. By symmetry there are no shears in the cube axes, and (2) becomes

\[
w=\tfrac12C_{11}(2e^2+e_3^2)+C_{12}(e^2+2e\,e_3). \tag{5}
\]

Each layer can expand freely along its normal, so \(\partial w/\partial e_3=C_{11}e_3+2C_{12}e=0\). This is the condition of zero normal stress, and it gives \(e_3=-(2C_{12}/C_{11})e\). Substitution in (5) yields

\[
w=\left[C_{11}+C_{12}-\frac{4C_{12}^2}{C_{11}}+\frac{2C_{12}^2}{C_{11}}\right]e^2 .
\]

Hence \(w=Y(100)\,e^2\), with

\[
Y(100)=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=\frac{(C_{11}-C_{12})K}{C_{11}}. \tag{6}
\]

The second form follows from \(C_{11}^2+C_{11}C_{12}-2C_{12}^2=(C_{11}-C_{12})(C_{11}+2C_{12})\).

The average of \((\varepsilon_\parallel-\eta\,\delta c)^2\) is smallest when \(\varepsilon_\parallel\) equals the average of \(\eta\,\delta c\), which is zero. Thus \(e=-\eta\,\delta c\) and \(w=\eta^2Y(100)\,\delta c^2\). A layer held at \(e_3=0\), its own stress-free spacing along the normal, would by (5) have \(w=(C_{11}+C_{12})e^2\); the negative term in (6) is the energy saved when \(e_3\) relaxes from zero to the value that removes the normal stress.

## 4. Waves in an arbitrary direction

The stress belonging to the strain \(\delta_{ij}\) is \(K\delta_{ij}\), by (3). Expanding (2) therefore gives

\[
w=\tfrac12C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}-K\eta\,\delta c\,\varepsilon_{kk}+\tfrac32K\eta^2\delta c^2. \tag{7}
\]

Write \(\delta c=\sum_{\mathbf k\ne0}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\) with \(\mathbf k=k\mathbf n\) and \(|\mathbf n|=1\). Give the displacement the Fourier amplitudes \(-i\mathbf a_{\mathbf k}/k\). Its gradient then has amplitudes \(a_in_j\), and the strain is the symmetric part of this product. A uniform strain \(\bar\varepsilon\) may be added. Its cross terms with the waves average to zero, so it contributes only \(\frac12C_{ijkl}\bar\varepsilon_{ij}\bar\varepsilon_{kl}\), and the minimum has \(\bar\varepsilon=0\).

In the volume average only products of \(\mathbf k\) with \(-\mathbf k\) survive. Equation (7) gives

\[
\langle w\rangle=\sum_{\mathbf k}\left[\tfrac12\mathbf a^*\!\cdot\Gamma\mathbf a-K\eta\,\mathrm{Re}(c_{\mathbf k}^*\,\mathbf n\cdot\mathbf a)+\tfrac32K\eta^2|c_{\mathbf k}|^2\right],\qquad \Gamma_{ik}=C_{ijkl}n_jn_l. \tag{8}
\]

The matrix \(\Gamma\) is positive definite, because \(\frac12\mathbf a\cdot\Gamma\mathbf a\) is the elastic energy of a strain that is nonzero when \(\mathbf a\neq0\). The minimum over \(\mathbf a\) is at \(\mathbf a=K\eta c_{\mathbf k}\Gamma^{-1}\mathbf n\), where the first two terms add to \(-\frac12K^2\eta^2|c_{\mathbf k}|^2\,\mathbf n\cdot\Gamma^{-1}\mathbf n\). Therefore

\[
\langle w\rangle=\eta^2\sum_{\mathbf k}Y(\mathbf n)|c_{\mathbf k}|^2,\qquad
Y(\mathbf n)=\frac K2\left[3-\frac K{M(\mathbf n)}\right],\qquad
\frac1M=\mathbf n\cdot\Gamma^{-1}\mathbf n. \tag{9}
\]

Waves with different wavevectors contribute separately, and \(Y\) depends on direction but not on wavelength: linear elasticity has no length scale of its own.

## 5. The directional modulus in closed form

Apply (3) to the symmetric part of \(a_in_j\) and contract the stress with \(n_j\). The result is \(\Gamma\mathbf a\), so

\[
\Gamma_{ik}=D_i\delta_{ik}+s\,n_in_k,\qquad D_i=C_{44}+\Delta n_i^2,\qquad s=C_{12}+C_{44}. \tag{10}
\]

To find \(q=\mathbf n\cdot\Gamma^{-1}\mathbf n\), solve \(\Gamma\mathbf h=\mathbf n\), for which \(q=\mathbf n\cdot\mathbf h\). By (10), \(D_ih_i=(1-sq)n_i\). If no \(D_i\) vanishes, divide by \(D_i\), multiply by \(n_i\) and sum:

\[
q=(1-sq)G,\qquad G=\sum_i\frac{n_i^2}{D_i},\qquad M=\frac1q=s+\frac1G. \tag{11}
\]

Set \(x=n_1^2\), \(y=n_2^2\), \(z=n_3^2\), so that \(x+y+z=1\), and define \(p=xy+yz+zx\) and \(r=xyz\). Over the common denominator \(P=D_1D_2D_3\) the sum is \(G=N/P\), where \(N=xD_2D_3+yD_3D_1+zD_1D_2\). Multiplying out,

\[
\begin{aligned}
P&=C_{44}^3+C_{44}^2\Delta+C_{44}\Delta^2p+\Delta^3r,\\
N&=C_{44}^2+2C_{44}\Delta p+3\Delta^2r,\\
M&=C_{12}+C_{44}+P/N.
\end{aligned} \tag{12}
\]

For \(A\ge2\) some \(D_i\) can vanish, and the division before (11) fails there. The result survives. For nonzero \(D_i\), write \(\Gamma=D(1+s\,D^{-1}\mathbf n\mathbf n^T)\), where \(D\) is the diagonal matrix of the \(D_i\). The second factor is the identity plus a matrix of rank one with trace \(sG\), so its determinant is \(1+sG\). Thus \(\det\Gamma=P(1+sG)=P+sN\), and with \(q=G/(1+sG)\) from (11), \(q\det\Gamma=PG=N\). Both sides of the last equation are polynomials in the elastic constants, since \(q\det\Gamma\) is formed from the cofactors of \(\Gamma\), so it holds by continuity when a \(D_i\) vanishes. As \(\Gamma\) is positive definite, \(q\) and \(\det\Gamma\) are positive, and so are \(N\) and \(M\).

Along the three symmetry axes (12) gives

\[
M(100)=C_{11},\qquad M(110)=\tfrac12(C_{11}+C_{12}+2C_{44}),\qquad M(111)=\tfrac13(K+4C_{44}). \tag{13}
\]

For [100], \(p=r=0\) and \(P/N=C_{44}+\Delta\). For [110], \(p=\frac14\), \(r=0\) and \(P/N=C_{44}+\Delta/2\). For [111], all \(D_i\) are equal and \(P/N=C_{44}+\Delta/3\). Inserting \(M(100)\) in (9) gives \(\frac K2(3C_{11}-K)/C_{11}=K(C_{11}-C_{12})/C_{11}\), in agreement with (6). Along the body diagonal

\[
Y(111)=\frac K2\left[3-\frac{3K}{K+4C_{44}}\right]=\frac{6C_{44}K}{K+4C_{44}}. \tag{14}
\]

## 6. The soft direction

Since \(K>0\) and \(M>0\), (9) shows that \(Y\) increases with \(M\). It is enough to find the extremes of \(M\). Comparing the symmetry axes alone would not exclude a lower value in between, so every direction is compared with [100] and with [111].

**Comparison with [100].** From (12), \(M(\mathbf n)-M(100)=[P-(C_{44}+\Delta)N]/N\). The product to be subtracted is

\[
(C_{44}+\Delta)N=C_{44}^3+C_{44}^2\Delta+2C_{44}^2\Delta p+2C_{44}\Delta^2p+3C_{44}\Delta^2r+3\Delta^3r .
\]

Subtracting it from \(P\) and using \(2C_{44}+\Delta=C_{11}-C_{12}\) gives

\[
M(\mathbf n)-M(100)=-\frac{\Delta B}{N},\qquad B=(C_{11}-C_{12})C_{44}\,p+\Delta r(3C_{44}+2\Delta). \tag{15}
\]

To find the sign of \(B\), put \(C'=(C_{11}-C_{12})/2\). Then \(\Delta=2(C'-C_{44})\) and \(3C_{44}+2\Delta=4C'-C_{44}\), so

\[
B=2C'C_{44}(p-5r)+r(8C'^2+2C_{44}^2). \tag{16}
\]

Two inequalities bound \(r\). The sum of the squared differences of \(xy\), \(yz\) and \(zx\) is not negative, so \(p^2\ge3xyz(x+y+z)=3r\). In the same way \(1=(x+y+z)^2\ge3p\). Together they give \(3r\le p^2\le p/3\), or \(r\le p/9\). Hence \(p-5r\ge4p/9\), and \(B>0\) unless \(p=0\), which holds only on the cube axes.

**Comparison with [111].** Here the product is

\[
(C_{44}+\tfrac\Delta3)N=C_{44}^3+\tfrac13C_{44}^2\Delta+2C_{44}^2\Delta p+\tfrac23C_{44}\Delta^2p+3C_{44}\Delta^2r+\Delta^3r ,
\]

and subtraction from \(P\) gives

\[
M(\mathbf n)-M(111)=\frac{C_{44}\Delta\,Q}{3N},\qquad Q=2C_{44}(1-3p)+\Delta(p-9r). \tag{17}
\]

If \(\Delta>0\), both terms of \(Q\) are non-negative, and \(Q\) vanishes only for \(p=\frac13\), the <111> directions.

If \(\Delta<0\), use \(\Delta=2C'-2C_{44}>-2C_{44}\), which gives

\[
Q\ge2C_{44}(1-4p+9r). \tag{18}
\]

The parenthesis equals \(x(x-y)(x-z)+y(y-x)(y-z)+z(z-x)(z-y)\) when \(x+y+z=1\). Indeed, this sum expands to \(x^3+y^3+z^3-[xy(x+y)+yz(y+z)+zx(z+x)]+3r\), where \(x^3+y^3+z^3=1-3p+3r\) and the square bracket is \(p-3r\). Order the variables so that \(x\ge y\ge z\). The sum is then \((x-y)[x(x-z)-y(y-z)]+z(x-z)(y-z)\), in which no term is negative. This is Schur's inequality, and it gives \(Q\ge0\). For \(p>9r\), (18) is a strict inequality and \(Q>0\). For \(p=9r\), the chain \(3r\le p^2\le p/3\) becomes a chain of equalities, so \(p=0\), where \(Q=2C_{44}>0\), or \(p=\frac13\), which is <111>. Thus \(Q>0\) away from <111> in this case too.

By (4), \(\Delta\) has the sign of \(1-A\). Equations (15) and (17) therefore give

\[
\begin{aligned}
A>1:&\quad Y_{\min}=Y(100),\quad Y_{\max}=Y(111),\\
A<1:&\quad Y_{\min}=Y(111),\quad Y_{\max}=Y(100).
\end{aligned} \tag{19}
\]

For \(A=1\), \(\Delta=0\) and all directions are equal. With Young's modulus \(E\) and Poisson's ratio \(\nu\), \(K=E/(1-2\nu)\), \(C_{11}-C_{12}=E/(1+\nu)\) and \(C_{11}=E(1-\nu)/[(1+\nu)(1-2\nu)]\). Equation (6) then becomes \(Y=E/(1-\nu)\), the modulus of a plate stretched equally in two directions.

The rule has a simple mechanical reading. A layer forced to match its neighbours in the plane, but free along its normal, changes shape as well as volume. For a [100] normal the change of shape is a tetragonal distortion, resisted by \(C_{11}-C_{12}\), which appears as a factor in (6). For a [111] normal it is a shear in the cube axes, resisted by \(C_{44}\), which appears as a factor in (14). The Zener ratio compares these two resistances.

## 7. The coherent spinodal

Take \(\delta c=b\cos(k\,\mathbf n\cdot\mathbf r)\). The average of the cosine is zero and that of its square is \(\frac12\). To order \(b^2\), the chemical term changes by \(\frac12f''\cdot\frac12b^2\) and the gradient term by \(\frac12\kappa k^2b^2\). The wave has two Fourier amplitudes \(b/2\), so (9) adds \(\frac12\eta^2Yb^2\). Together,

\[
\frac{\delta F}{V}=\frac{b^2}4\left[f''(c_0)+2\eta^2Y(\mathbf n)+2\kappa k^2\right]. \tag{20}
\]

The 2 in \(2\eta^2Y\) arises because \(f''\) is a second derivative while \(\eta^2Y\) is the coefficient of \(\delta c^2\); the second derivative of \(\eta^2Y\delta c^2\) is \(2\eta^2Y\). The sign of \(\eta\) does not matter.

A small wave lowers the free energy when the bracket is negative. For a general small fluctuation each of the three contributions is a sum over separate wavevectors, so no combination of stable waves is unstable at this order. The gradient term vanishes for long waves, and the limit of stability of the bulk is Cahn's coherent spinodal:

\[
f''(c_0)+2\eta^2Y_{\min}=0, \tag{21}
\]

with \(Y_{\min}\) from (19).

The elastic energy is already quadratic in \(\delta c\). A composition dependence of the elastic constants or of \(\eta\) would therefore change the free energy at third order in \(\delta c\) at the earliest (at fourth order for the single wave of (20), since the average of \(\cos^3\) is zero), and (21) would hold with the values at \(c_0\). At larger amplitudes such a dependence does matter. The criterion fails if defects relieve the misfit. It also does not cover fluctuations localized at a free surface, where the misfit relaxes further than in the bulk, so that they can become unstable above the temperature given by (21). Nor does it cover variations on the scale of a free body itself: for \(\delta c=\mathbf b\cdot\mathbf r\) the displacement \(u_i=\eta(x_i\,\mathbf b\cdot\mathbf r-\frac12b_i|\mathbf r|^2)\) has the strain \(\eta\,\delta c\,\delta_{ij}\) everywhere, so a linear composition gradient bends the crystal at no elastic cost. A uniform strain imposed from outside has no cross terms with the waves (Section 4) and leaves (21) unchanged as long as the elastic constants and \(\eta\) are constant; if the elastic constants depend on composition, the imposed strain in general produces additional terms of second order in \(\delta c\) and (21) is modified. If only \(\eta\) depends on composition, the stress-free strain gains the term \(\frac12(d\eta/dc)\,\delta c^2\delta_{ij}\), and the additional energy is \(-\frac12K(d\eta/dc)\,\bar\varepsilon_{kk}\,\delta c^2\), which vanishes when the imposed strain conserves volume. The criterion concerns small fluctuations: between the chemical and the coherent spinodal, separation by nucleation or with loss of coherency is not excluded.

**Regular solution.** Let \(v\) be the volume per atom of the reference crystal of composition \(c_0\) and \(\Omega\) the interaction energy, taken as constant, with

\[
vf=\Omega c(1-c)+k_BT\left[c\ln c+(1-c)\ln(1-c)\right]. \tag{22}
\]

Two derivatives give \(vf''=-2\Omega+k_BT/[c(1-c)]\). Setting \(f''+2\eta^2Y=0\) and solving for the temperature,

\[
T(\mathbf n)=\frac{2c(1-c)}{k_B}\left[\Omega-v\eta^2Y(\mathbf n)\right]. \tag{23}
\]

If \(v\eta^2Y_{\min}\ge\Omega\), this model has no coherent spinodal at any positive temperature.

**Wavelength.** Let \(g=f''+2\eta^2Y(\mathbf n)<0\). The bracket in (20) vanishes at the critical wavenumber

\[
k_c^2=-\frac g{2\kappa}, \tag{24}
\]

and longer waves are unstable. To find which grows fastest, assume \(\partial c/\partial t=m\nabla^2(\delta F/\delta c)\) with constant mobility \(m>0\) and elastic equilibrium at all times. For a small wave \(\delta F/\delta c\) is \((g+2\kappa k^2)\delta c\) plus a constant, so the growth rate is

\[
R=-mk^2(g+2\kappa k^2). \tag{25}
\]

The condition \(dR/d(k^2)=-m(g+4\kappa k^2)=0\) gives \(k^2=k_c^2/2\). The fastest growing wavelength is \(\sqrt2\) times the critical one. Long waves have a larger driving force, but the atoms must diffuse farther.

## 8. Two model alloys

Both alloys have \(\Omega=0.150\) eV, \(v=0.0140\) nm³, \(\eta=0.040\), \(\kappa=0.050\) GPa nm² and \(c_0=0.5\). These are round model parameters. Without the elastic term both have their spinodal at 870.3 K.

**Alloy 1** has \(C_{11},C_{12},C_{44}=160,110,70\) GPa, so \(A=140/50=2.8\) and \(K=380\) GPa. Equations (6) and (14) give

\[
Y(100)=160+110-\frac{2\cdot110^2}{160}=118.75\ \text{GPa},\qquad
Y(111)=\frac{6\cdot70\cdot380}{380+280}=241.8\ \text{GPa}.
\]

Along [110], \(M=205\) GPa and \(Y=190(3-380/205)=217.8\) GPa. As (19) requires for \(A>1\), the cube axes are soft.

By (23) coherency lowers the spinodal by the fraction \(v\eta^2Y/\Omega\). For <100> waves \(v\eta^2Y=0.0140\times0.0016\times118.75=0.00266\) GPa nm³, which is 0.0166 eV. The fraction is 0.111 and the lowering 96.3 K, so the coherent spinodal lies at 774.0 K. Waves along <110> and <111> become unstable only below 693.7 K and 674.2 K.

At 700 K, \(f''=-0.672\) GPa, and the terms of the criterion for long waves are, in GPa:

| Wave | \(2\eta^2Y\) | \(f''+2\eta^2Y\) |
|---|---|---|
| <100> | 0.380 | −0.292 |
| <110> | 0.697 | 0.025 |
| <111> | 0.774 | 0.102 |

Of these three families only <100> is unstable. Since \(Y\) is continuous, so are long waves in a range of directions around the cube axes. For <100>, (24) gives \(k_c=\sqrt{0.2919/0.100}=1.709\) nm⁻¹, a critical wavelength of 3.68 nm and a fastest growing wavelength of 5.20 nm.

**Alloy 2** has \(C_{11},C_{12},C_{44}=240,120,40\) GPa, so \(A=80/120=0.667\) and \(K=480\) GPa. The order is reversed:

\[
Y(100)=240+120-120=240\ \text{GPa},\qquad Y(111)=\frac{6\cdot40\cdot480}{480+160}=180\ \text{GPa},
\]

with \(Y(110)=196.4\) GPa between them. The coherent spinodal is now set by <111> waves, at 724.3 K, which is 146.0 K below the chemical one. Waves along <110> and <100> follow at 711.0 K and 675.6 K.

The numbers above come from the formulas. The numerical check compares them with elastic energies obtained by direct minimization over displacements and with spinodal temperatures obtained from the curvature of the total free energy, neither of which uses (9) or (23). The ordering (19) is tested for random crystals and directions with (9) and a matrix \(\Gamma\) contracted from the full elastic tensor.

## Numbers as computed

```
interaction energy Omega = 0.150 eV
volume per atom v = 0.0140 nm^3
lattice mismatch eta = 0.040
gradient coefficient kappa = 0.050 GPa nm^2
mean atom fraction c0 = 0.50
chemical spinodal at c0 = 870.3 K
alloy 1: C11, C12, C44 = 160, 110, 70 GPa
alloy 1: Zener ratio A = 2.800
alloy 1: K = C11 + 2 C12 = 380 GPa
alloy 1: 2 C12/C11 = 1.375
alloy 1: Y(100) = 118.75 GPa
alloy 1: spinodal for <100> waves = 774.0 K
alloy 1: Y(110) = 217.80 GPa
alloy 1: spinodal for <110> waves = 693.7 K
alloy 1: Y(111) = 241.82 GPa
alloy 1: spinodal for <111> waves = 674.2 K
alloy 1: lowering by coherency = 96.3 K
alloy 2: C11, C12, C44 = 240, 120, 40 GPa
alloy 2: Zener ratio A = 0.667
alloy 2: K = C11 + 2 C12 = 480 GPa
alloy 2: 2 C12/C11 = 1.000
alloy 2: Y(100) = 240.00 GPa
alloy 2: spinodal for <100> waves = 675.6 K
alloy 2: Y(110) = 196.36 GPa
alloy 2: spinodal for <110> waves = 711.0 K
alloy 2: Y(111) = 180.00 GPa
alloy 2: spinodal for <111> waves = 724.3 K
alloy 2: lowering by coherency = 146.0 K
quench temperature, alloy 1 = 700 K
f'' at quench = -0.6719 GPa
2 eta^2 Y(100) = 0.3800 GPa
f'' + 2 eta^2 Y(100) = -0.2919 GPa
2 eta^2 Y(110) = 0.6970 GPa
f'' + 2 eta^2 Y(110) = 0.0250 GPa
2 eta^2 Y(111) = 0.7738 GPa
f'' + 2 eta^2 Y(111) = 0.1019 GPa
critical wavenumber <100> = 1.709 nm^-1
critical wavelength <100> = 3.68 nm
fastest growing wavelength <100> = 5.20 nm
```
